**Lateral-offset loss between identical Gaussian modes**

For mode fields exp(−r²/w²) with 1/e field radius w and lateral offset d, the coupled power fraction is η = exp(−d²/w²) and the loss is (10/ln 10)(d/w)² dB. With d = 1 µm and w = 5 µm the output shows η = 0.96079 and a loss of 0.1737 dB. The program asserts that the formula agrees with a direct two-dimensional overlap sum at four offsets, and that projection on Hermite–Gauss modes gives Poisson weights. It also asserts the formulas for tilt and unequal radii against overlap sums, the formula for an index-matched gap against a non-paraxial plane-wave sum, and the smallest and largest transmission of a thin air gap against solved boundary conditions. Among the imperfections sized, the worst-case thin air gap is the largest, at 0.5863 dB. For a step-index fibre mode with V = 2.1 and a best-fit Gaussian radius of 5 µm, the 1 µm offset costs 0.1773 dB. The small-offset law for that mode is asserted at an offset of 0.4 µm, to within 0.5 percent of the predicted loss.

## Numerical check

```python
"""Butt-coupling loss of two identical Gaussian modes with a lateral offset.

Result under test: mode field exp(-r^2/w^2), offset d, no gap, no tilt:
    power coupling eta = exp(-d^2/w^2),  loss = (10/ln 10) d^2/w^2 in dB.
w: 1/e field radius (1/e^2 intensity radius).  Lengths are in micrometres.
The program also sizes effects left out of this model: tilt, gap, unequal
radii, reflections in an air gap, and the non-Gaussian shape of a fibre mode.
"""
import math
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_hermite, j0, j1, k0, k1

DB = 10 / math.log(10)
w, d = 5.0, 1.0
wavelength, n_glass = 1.55, 1.45
k_glass = 2 * math.pi * n_glass / wavelength

axis = np.linspace(-40, 40, 401)
X, Y = np.meshgrid(axis, axis, indexing="ij")


def to_db(eta):
    return -10 * math.log10(eta)


def gaussian(radius, shift=0.0):
    return np.exp(-((X - shift)**2 + Y**2) / radius**2)


def coupling(f, g):
    """Normalized power overlap from a sum over the transverse plane."""
    top = abs(np.sum(np.conj(g) * f))**2
    return top / (np.sum(abs(f)**2) * np.sum(abs(g)**2))


def offset_loss(offset, radius):
    return DB * (offset / radius)**2


# Main result, from the fields themselves, for small and large offsets
for offset in (0.5, 1.0, 2.0, 5.0):
    direct = to_db(coupling(gaussian(w, offset), gaussian(w)))
    assert abs(direct - offset_loss(offset, w)) < 1e-8
eta_direct = coupling(gaussian(w, d), gaussian(w))
loss_direct = to_db(eta_direct)
assert round(loss_direct, 2) == 0.17

# Offset allowed by a loss budget
budget = 0.5
d_budget = w * math.sqrt(budget / DB)
assert abs(to_db(coupling(gaussian(w, d_budget), gaussian(w))) - budget) < 1e-8

# Projection of the displaced field on the modes of a parabolic-index guide
launched = np.exp(-(axis - d)**2 / w**2)
launched /= np.linalg.norm(launched)
weights = []
for m in range(8):
    mode = eval_hermite(m, math.sqrt(2) * axis / w) * np.exp(-axis**2 / w**2)
    weights.append(float(np.dot(mode / np.linalg.norm(mode), launched)**2))
s = (d / w)**2
for m, weight in enumerate(weights):
    assert abs(weight - math.exp(-s) * s**m / math.factorial(m)) < 1e-10
assert abs(sum(weights) - 1) < 1e-10

# Tilt: linear phase across the joint; at zero gap it adds to the offset loss
tilt_deg = 0.5
tilt = math.radians(tilt_deg)
tilt_loss = DB * (math.pi * n_glass * w * tilt / wavelength)**2
phase = np.exp(1j * k_glass * math.sin(tilt) * X)
tilt_direct = to_db(coupling(gaussian(w) * phase, gaussian(w)))
both_direct = to_db(coupling(gaussian(w, d) * phase, gaussian(w)))
# sin(tilt) differs from tilt by about 1e-5 in relative terms
assert abs(tilt_direct / tilt_loss - 1) < 1e-4
assert abs(both_direct - tilt_direct - loss_direct) < 1e-8

# Index-matched gap: sum of plane waves with the full square-root dispersion
gap = 10.0
rayleigh = math.pi * n_glass * w**2 / wavelength
gap_loss = to_db(1 / (1 + (gap / (2 * rayleigh))**2))
kt = np.linspace(0, 8 / w, 20001)
spectrum = kt * np.exp(-kt**2 * w**2 / 2)
kz = np.sqrt(k_glass**2 - kt**2)
amplitude = np.sum(spectrum * np.exp(1j * kz * gap)) / np.sum(spectrum)
gap_direct = to_db(abs(amplitude)**2)
# the paraxial formula errs by about 4/(k w)^2, near half a percent
assert abs(gap_direct / gap_loss - 1) < 0.01

# Unequal mode radii
w_other = 4.5
mismatch_loss = to_db((2 * w * w_other / (w**2 + w_other**2))**2)
mismatch_direct = to_db(coupling(gaussian(w), gaussian(w_other)))
assert abs(mismatch_direct - mismatch_loss) < 1e-8


# Air gap between glass faces: continuity of field and slope at both faces
def air_gap_transmission(thickness):
    ka = 2 * math.pi / wavelength
    p = np.exp(1j * ka * thickness)
    # unknowns: reflected, forward in gap, backward in gap, transmitted
    matrix = np.array([[-1, 1, 1, 0],
                       [n_glass, 1, -1, 0],
                       [0, p, 1 / p, -1],
                       [0, p, -1 / p, -n_glass]], dtype=complex)
    solution = np.linalg.solve(matrix, np.array([1, n_glass, 0, 0]))
    return abs(solution[3])**2


R = ((n_glass - 1) / (n_glass + 1))**2
air_loss = to_db(((1 - R) / (1 + R))**2)
scan = [air_gap_transmission(t) for t in np.linspace(0, wavelength / 2, 201)]
assert abs(to_db(min(scan)) - air_loss) < 1e-8
assert abs(max(scan) - 1) < 1e-10

# LP01 mode of a step-index fibre; rho = radius / core radius
V = 2.1


def eigen_equation(u):
    q = math.sqrt(V**2 - u**2)
    return u * j1(u) * k0(q) - q * k1(q) * j0(u)


u = brentq(eigen_equation, 0.1, V - 1e-6)
q = math.sqrt(V**2 - u**2)


def lp01(rho):
    inside = j0(u * np.minimum(rho, 1)) / j0(u)
    outside = k0(q * np.maximum(rho, 1)) / k0(q)
    return np.where(rho < 1, inside, outside)


def lp01_slope(rho):
    inside = -u * j1(u * np.minimum(rho, 1)) / j0(u)
    outside = -q * k1(q * np.maximum(rho, 1)) / k0(q)
    return np.where(rho < 1, inside, outside)


rho = np.linspace(0, 14, 28001)
psi = lp01(rho)
norm = np.sum(psi**2 * rho)


def gaussian_fit(ratio):
    g = np.exp(-rho**2 / ratio**2)
    return np.sum(psi * g * rho)**2 / (norm * np.sum(g**2 * rho))


fit = minimize_scalar(lambda t: -gaussian_fit(t), bounds=(0.8, 2.0),
                      method="bounded", options={"xatol": 1e-9})
core = w / fit.x
w_petermann = core * math.sqrt(2 * norm / np.sum(lp01_slope(rho)**2 * rho))
aperture = V * wavelength / (2 * math.pi * core)


def lp01_loss(offset):
    moved = lp01(np.hypot(X - offset, Y) / core)
    return to_db(coupling(moved, lp01(np.hypot(X, Y) / core)))


# small-offset law: next-order term is near 0.1 percent at 0.4 micrometre
assert abs(lp01_loss(0.4) / offset_loss(0.4, w_petermann) - 1) < 0.005
fibre_loss = lp01_loss(d)

print("INPUTS")
print(f"field radius w = {w:.1f} um, offset d = {d:.1f} um")
print(f"wavelength = {wavelength:.2f} um, glass index = {n_glass:.2f}")
print("MAIN RESULT")
print(f"(d/w)^2 = {s:.4f}")
print(f"10/ln(10) = {DB:.4f} dB")
print(f"amplitude overlap, formula = {math.exp(-s / 2):.5f}")
print(f"power coupling, formula = {math.exp(-s):.5f}")
print(f"power coupling, direct sum = {eta_direct:.5f}")
print(f"loss, formula = {offset_loss(d, w):.4f} dB")
print(f"loss, direct sum = {loss_direct:.4f} dB")
print(f"lost power = {100 * (1 - eta_direct):.2f} percent")
print(f"loss at offset {2 * d:.1f} um = {offset_loss(2 * d, w):.4f} dB")
print(f"offset for {budget:.1f} dB = {d_budget:.3f} um")
print("MODE WEIGHTS IN A PARABOLIC-INDEX GUIDE")
for m in range(3):
    print(f"weight of mode {m} = {weights[m]:.6f}")
print(f"sum of first {len(weights)} weights = {sum(weights):.6f}")
print("COMMON SLIPS")
print(f"5 um read as mode diameter: {offset_loss(d, w / 2):.4f} dB")
print("5 um read as 1/e intensity radius: "
      f"{offset_loss(d, w * math.sqrt(2)):.4f} dB")
print(f"overlap not squared: {to_db(math.exp(-s / 2)):.4f} dB")
print("EFFECTS LEFT OUT, EACH ALONE")
print(f"tilt of {tilt_deg:.1f} degree in glass: {tilt_loss:.4f} dB")
print(f"offset and tilt together, direct sum: {both_direct:.4f} dB")
print(f"Rayleigh length in glass = {rayleigh:.1f} um")
print(f"index-matched gap of {gap:.0f} um: {gap_loss:.4f} dB")
print(f"same gap, plane-wave sum: {gap_direct:.4f} dB")
print(f"second radius {w_other:.1f} um: {mismatch_loss:.4f} dB")
print(f"reflectance of one glass-air face = {R:.4f}")
print(f"thin air gap, worst case: {air_loss:.4f} dB")
print("STEP-INDEX FIBRE MODE WITH BEST-FIT GAUSSIAN RADIUS w")
print(f"V = {V:.1f}, core radius = {core:.3f} um")
print(f"numerical aperture = {aperture:.4f}")
print(f"power overlap with the Gaussian = {-fit.fun:.5f}")
print(f"radius w_P from the slope integral = {w_petermann:.3f} um")
print(f"offset loss of this mode = {fibre_loss:.4f} dB")
print(f"change from Gaussian result = {fibre_loss - loss_direct:+.4f} dB")
print("all tests passed")
```

Printed output:

```
INPUTS
field radius w = 5.0 um, offset d = 1.0 um
wavelength = 1.55 um, glass index = 1.45
MAIN RESULT
(d/w)^2 = 0.0400
10/ln(10) = 4.3429 dB
amplitude overlap, formula = 0.98020
power coupling, formula = 0.96079
power coupling, direct sum = 0.96079
loss, formula = 0.1737 dB
loss, direct sum = 0.1737 dB
lost power = 3.92 percent
loss at offset 2.0 um = 0.6949 dB
offset for 0.5 dB = 1.697 um
MODE WEIGHTS IN A PARABOLIC-INDEX GUIDE
weight of mode 0 = 0.960789
weight of mode 1 = 0.038432
weight of mode 2 = 0.000769
sum of first 8 weights = 1.000000
COMMON SLIPS
5 um read as mode diameter: 0.6949 dB
5 um read as 1/e intensity radius: 0.0869 dB
overlap not squared: 0.0869 dB
EFFECTS LEFT OUT, EACH ALONE
tilt of 0.5 degree in glass: 0.0714 dB
offset and tilt together, direct sum: 0.2451 dB
Rayleigh length in glass = 73.5 um
index-matched gap of 10 um: 0.0201 dB
same gap, plane-wave sum: 0.0202 dB
second radius 4.5 um: 0.0481 dB
reflectance of one glass-air face = 0.0337
thin air gap, worst case: 0.5863 dB
STEP-INDEX FIBRE MODE WITH BEST-FIT GAUSSIAN RADIUS w
V = 2.1, core radius = 4.144 um
numerical aperture = 0.1250
power overlap with the Gaussian = 0.99342
radius w_P from the slope integral = 4.941 um
offset loss of this mode = 0.1773 dB
change from Gaussian result = +0.0036 dB
all tests passed
```
